# Time-step limits for advection and curvature smoothing of a moving front

**Question.** An etch front advances into a solid at constant normal speed, and a curvature term rounds off its small ripples. The front is followed on a square grid with explicit time steps. If the grid spacing is halved, by how much must the time step shrink, and which of the two motions decides?

**Answer.** The curvature term demands a step proportional to the square of the spacing. The constant-speed term demands a step proportional to the spacing itself, when, with the forward Euler steps used here, it is discretized with first-order upwind differences; this does not carry over to plain central differences or to second-order upwind differences under the same Euler steps. When both act, their demands add, and the finer the grid, the more the quadratic one dominates. The prefactors and the spacing at which the change occurs follow from the equation of motion.

## The moving front

Let the front be the zero level of a function $\phi(x,y,t)$, negative in the etched region and positive in the solid. The unit normal $\mathbf n=\nabla\phi/|\nabla\phi|$ then points into the solid. Let the front move along $\mathbf n$ with speed

$$F=V-b\kappa,\qquad \kappa=\nabla\cdot\mathbf n,\qquad V,b\ge 0 .$$

Here $V$ is a speed and $b$ has the unit length squared per time. A circular cavity of radius $R$ has $\kappa=1/R>0$, so curvature slows its growth. A part of the front that runs ahead into the solid is likewise held back, which is why the term smooths.

A point that stays on the front sees $\phi=0$ at all times, and its velocity is $F\mathbf n$. Hence $\phi_t+F\,\mathbf n\cdot\nabla\phi=0$. Since $\mathbf n\cdot\nabla\phi=|\nabla\phi|$,

$$\phi_t=-V|\nabla\phi|+b\,\kappa|\nabla\phi| .$$

To write out the last term, differentiate the quotient in $\mathbf n$:

$$\kappa|\nabla\phi|=\nabla^2\phi-\frac{\nabla\phi\cdot\nabla|\nabla\phi|}{|\nabla\phi|}
=\phi_{xx}+\phi_{yy}-\frac{\phi_x^2\phi_{xx}+2\phi_x\phi_y\phi_{xy}+\phi_y^2\phi_{yy}}{\phi_x^2+\phi_y^2}.$$

Over the common denominator, the terms $\phi_x^2\phi_{xx}$ and $\phi_y^2\phi_{yy}$ cancel, leaving

$$\kappa|\nabla\phi|=\frac{\phi_{xx}\phi_y^2-2\phi_x\phi_y\phi_{xy}+\phi_{yy}\phi_x^2}{\phi_x^2+\phi_y^2}.$$

## Small ripples on a plane front

Numerical instability can grow from weak disturbances, so take a plane front with a small addition $\psi$:

$$\phi=s(\mathbf n\cdot\mathbf x-Vt)+\psi ,\qquad s>0 .$$

From here on $\mathbf n$ is the constant normal of the plane. To first order in $\psi$,

$$|\nabla\phi|=|s\mathbf n+\nabla\psi|=s+\mathbf n\cdot\nabla\psi .$$

The second derivatives of the plane vanish. Those in the curvature term are therefore already of first order, and their coefficients may be evaluated on the plane, where $\phi_x=sn_x$ and $\phi_y=sn_y$. The factors $s^2$ cancel. On the left, $\phi_t=-sV+\psi_t$, and the constant $-sV$ cancels too. What remains is

$$\psi_t=-V\,\mathbf n\cdot\nabla\psi+b\left(n_y^2\psi_{xx}-2n_xn_y\psi_{xy}+n_x^2\psi_{yy}\right).$$

The bracket is $(-n_y\partial_x+n_x\partial_y)^2\psi$, the second derivative along the front. Constant-speed motion thus carries disturbances along the normal, while curvature makes them diffuse along the front. A ripple of wavenumber $k$ along the front decays as $e^{-bk^2t}$.

This already suggests the two scalings. Advection crosses a cell of width $h$ in a time of order $h/V$. The shortest ripple that a grid can hold has $k$ of order $1/h$, and it decays in a time of order $h^2/b$. An explicit step must respect both times. The exact factors depend on the discretization.

## The discrete equation

Time stepping is forward Euler: the new $\phi$ is the old one plus $\Delta t$ times the rate computed from the old one. Curvature uses central differences. The speed term uses first-order upwind differences, which look back towards the side from which the front comes.

Take $n_x,n_y\ge0$; other signs follow by reflecting an axis. In upwind form, the squared gradient contains, for the $x$ direction, $\max(D_x^-\phi,0)^2+\min(D_x^+\phi,0)^2$, where $D_x^-$ and $D_x^+$ are the backward and forward difference quotients. If $n_x>0$, both quotients are positive for small $\psi$, so only the backward one survives. If $n_x=0$, both contributions are of second order in $\psi$ and drop out. The same holds for $y$. To first order the discrete gradient is therefore

$$|\nabla\phi|_h=s+n_xD_x^-\psi+n_yD_y^-\psi .$$

The linear equation has constant coefficients, so its solutions can be built from Fourier modes. At grid point $(j,k)$ and step $m$, let

$$\psi_{jk}^m=A\,g^m e^{i(\alpha j+\beta k)} ,$$

where $\alpha,\beta$ are the phase changes per cell and $g$ is the gain per step. A mode does not grow if $|g|\le1$. On such a mode the difference quotients act as multiplication:

$$D_x^-\to\frac{1-e^{-i\alpha}}{h},\qquad \partial_{xx}\to\frac{e^{i\alpha}-2+e^{-i\alpha}}{h^2}=-\frac{4}{h^2}\sin^2\frac{\alpha}{2},$$

$$\partial_{xy}\to\frac{(2i\sin\alpha)(2i\sin\beta)}{4h^2}=-\frac{\sin\alpha\sin\beta}{h^2}.$$

The curvature term consequently multiplies the mode by $-4bQ/h^2$, with

$$Q=n_y^2\sin^2\frac{\alpha}{2}+n_x^2\sin^2\frac{\beta}{2}-\frac12 n_xn_y\sin\alpha\sin\beta .$$

## How large can the curvature rate be?

The mixed derivative might seem to make a tilted front less stable than one along the grid. It does not, because $0\le Q\le1$ for every orientation.

To see this, abbreviate $s_1=\sin(\alpha/2)$, $c_1=\cos(\alpha/2)$, and similarly $s_2,c_2$ for $\beta$. Since $\sin\alpha\sin\beta=4s_1c_1s_2c_2$,

$$Q=\begin{pmatrix}n_y&n_x\end{pmatrix}M\begin{pmatrix}n_y\\n_x\end{pmatrix},\qquad
M=\begin{pmatrix}s_1^2&-s_1c_1s_2c_2\\-s_1c_1s_2c_2&s_2^2\end{pmatrix}.$$

A real symmetric $2\times2$ matrix with nonnegative diagonal entries and nonnegative determinant has no negative eigenvalue, because the sum and the product of its eigenvalues are both nonnegative. For $M$,

$$\det M=s_1^2s_2^2(1-c_1^2c_2^2)\ge0 ,$$

so $Q\ge0$. The matrix $1-M$ has diagonal entries $c_1^2,c_2^2$ and

$$\det(1-M)=c_1^2c_2^2(1-s_1^2s_2^2)\ge0 .$$

Hence $Q\le n_x^2+n_y^2=1$. The upper value is reached at $\alpha=\beta=\pi$, the checkerboard pattern whose sign changes from each cell to the next in both directions.

## The combined limit

Define the dimensionless numbers

$$\nu_x=\frac{Vn_x\Delta t}{h},\qquad \nu_y=\frac{Vn_y\Delta t}{h},\qquad \mu=\frac{b\Delta t}{h^2}.$$

One Euler step gives

$$g=1-\nu_x(1-e^{-i\alpha})-\nu_y(1-e^{-i\beta})-4\mu Q .$$

Using $-4\mu Q=-2\mu+2\mu(1-2Q)$, regroup this as

$$g=(1-\nu_x-\nu_y-2\mu)+\nu_xe^{-i\alpha}+\nu_ye^{-i\beta}+2\mu(1-2Q).$$

Suppose $\nu_x+\nu_y+2\mu\le1$. The first bracket is then nonnegative. The exponentials have modulus one, and $|1-2Q|\le1$. The triangle inequality gives

$$|g|\le(1-\nu_x-\nu_y-2\mu)+\nu_x+\nu_y+2\mu=1 .$$

The condition is thus sufficient. It is also necessary, because for the checkerboard

$$g=1-2(\nu_x+\nu_y+2\mu),$$

which falls below $-1$ as soon as the sum exceeds one. With $S=|n_x|+|n_y|$, which covers all signs, the largest stable step is

$$\boxed{\;\Delta t_{\max}=\frac{1}{VS/h+2b/h^2}\;}$$

For advection alone this is $h/(VS)$, and for curvature alone it is $h^2/(2b)$. The rates add, so the combined limit is shorter than either. The factor $S$ lies between $1$, for a front along a grid line, and $\sqrt2$, for a front at 45 degrees. A profile with many orientations needs $S=\sqrt2$.

The instability has a simple mechanism. Both discretized terms reduce the checkerboard, but if the step is too long, their combined reduction overshoots: the pattern returns with opposite sign and larger amplitude. Where curvature dominates, the term that smooths the physical front thus roughens the computed one.

## Where one scaling gives way to the other

The two rates are equal when $VS/h=2b/h^2$, that is, at

$$h_*=\frac{2b}{VS}.$$

Written with this length, the limit is $\Delta t_{\max}=h^2/[VS(h+h_*)]$. Its local exponent is the logarithmic derivative

$$p=\frac{d\ln\Delta t_{\max}}{d\ln h}=2-\frac{h}{h+h_*}=1+\frac{h_*}{h+h_*}.$$

It tends to 1 for $h\gg h_*$, equals $3/2$ at $h_*$, and tends to 2 for $h\ll h_*$. The change is gradual.

The crossover also has a physical meaning. A cavity of radius $R_c=b/V$ would not grow, since there $V-b/R_c=0$. In terms of this radius $h_*=2R_c/S\ge\sqrt2\,R_c$. A grid fine enough to resolve $R_c$ therefore lies on the curvature-dominated side. The linear law can govern the step only where the grid is too coarse to resolve radii of order $R_c$. Such a grid may still follow the slow smoothing of ripples that are many cells long.

## Numbers for a model front

Take the round parameters $V=1$ nm/s and $b=2$ nm²/s, and a process time $T=100$ s. They are illustrative and belong to no particular process; real etch rates generally vary with orientation and position, and the factor $VS$ then changes. Nanometres and seconds are the natural units here. For the most restrictive orientation,

$$h_*=\frac{2\times2}{1\times\sqrt2}\ \text{nm}=2.83\ \text{nm}.$$

At $h=1$ nm the advection rate is $\sqrt2/1=1.414$ s⁻¹ and the curvature rate is $4/1=4$ s⁻¹. Their sum, 5.414 s⁻¹, gives $\Delta t_{\max}=0.185$ s. The number of steps $N$ is $T/\Delta t_{\max}$ rounded up, here 542. Other spacings give the following values, with times in seconds.

| $h$ (nm) | advection | curvature | both | $p$ | $N$ |
|---:|---:|---:|---:|---:|---:|
| 8 | 5.66 | 16.0 | 4.18 | 1.26 | 24 |
| 4 | 2.83 | 4.00 | 1.66 | 1.41 | 61 |
| 2 | 1.41 | 1.00 | 0.586 | 1.59 | 171 |
| 1 | 0.707 | 0.250 | 0.185 | 1.74 | 542 |
| 0.5 | 0.354 | 0.0625 | 0.0531 | 1.85 | 1883 |
| 0.25 | 0.177 | 0.0156 | 0.0144 | 1.92 | 6966 |

At 8 nm advection sets the stricter of the two separate limits. At 0.25 nm curvature does so by a factor of about 11. Advection alone would need 18 steps on the coarsest grid and 566 on the finest, against 24 and 6966 with both terms. The last halving of $h$ multiplies the combined number of steps by $6966/1883=3.7$, close to the limiting factor of 4.

The number of cells in a fixed area grows as $h^{-2}$. If every cell is updated at every step, the total work grows as $h^{-3}$ in the advection regime and as $h^{-4}$ in the curvature regime.

The limit is sharp, as a numerical experiment with the full nonlinear difference equation shows. A plane front at 45 degrees on a periodic grid of $16\times16$ cells with $h=1$ nm receives random noise too weak for nonlinear effects to matter at first. With both terms present, 150 steps at 0.95 of the limit reduce the root-mean-square noise to about 0.009 of its initial value. At 1.05 of the limit, the noise grows by a factor of about $6\times10^4$. The size of this growth is understandable: the checkerboard gain is $1-2\times1.05=-1.1$, and $1.1^{150}\approx1.6\times10^6$. Random noise shared among 256 modes has a typical amplitude fraction of $1/16$ in any one of them, which gives about $10^5$.

## Why upwind differences matter

The linear law is not a property of constant-speed motion by itself. Keep the forward Euler steps, set $b=0$ and replace the upwind quotients by central ones. A central first difference multiplies a mode by $i\sin\alpha/h$, so

$$g=1-i(\nu_x\sin\alpha+\nu_y\sin\beta),\qquad |g|^2=1+(\nu_x\sin\alpha+\nu_y\sin\beta)^2 .$$

Some modes now grow at every $\Delta t>0$. The fastest has $\alpha=\beta=\pi/2$, with $|g|^2=1+C^2$ and $C=VS\Delta t/h$. Over the time $T$ there are $T/\Delta t$ steps, and the logarithm of its growth is

$$G=\frac{T}{2\Delta t}\ln(1+C^2).$$

Because $\ln(1+C^2)\le C^2$,

$$G\le\frac{TV^2S^2\Delta t}{2h^2}.$$

A step proportional to $h^2$ thus keeps the growth bounded as the grid is refined. Nothing essentially longer will do. For $C\le1$, concavity of the logarithm gives $\ln(1+C^2)\ge C^2\ln2$, so $G$ is at least $\ln2$ times the bound above and diverges if $\Delta t/h^2$ does. For $C>1$, $G$ exceeds $T\ln2/(2\Delta t)$, which diverges as $\Delta t\to0$.

In the model front at 45 degrees, half the upwind advection limit means $C=1/2$ and a gain of $\sqrt{1.25}=1.118$ per step. Over 100 s this gives $G=63$ at $h=0.5$ nm and $G=126$ at 0.25 nm: refinement makes matters worse. With $\Delta t=(0.1\ \text{s/nm}^2)\,h^2$ instead, $G$ is 10 on both grids. That is bounded, but still a growth by $e^{10}\approx2\times10^4$, so boundedness under refinement does not make the result useful.

## Can the quadratic law be avoided?

A different explicit Runge–Kutta formula can change the prefactor but not the exponent, as long as the space differences and the number of rate evaluations per step stay fixed. For curvature alone, a one-step explicit method of Runge–Kutta type has a gain $P(z)$, where $P$ is a fixed polynomial and $z=-4\mu Q$. A consistent method has $P(z)=1+z+\dots$, so $P$ is not constant and $|P|$ becomes arbitrarily large as $z\to-\infty$. The checkerboard has $z=-4\mu$. Stability therefore keeps $\mu=b\Delta t/h^2$ below a number fixed by the method, and $\Delta t$ must scale at least as strictly as $h^2$.

An implicit step escapes this argument. If the linearized curvature rate is evaluated at the new time, then

$$g=1-4\mu Q\,g\quad\Longrightarrow\quad g=\frac{1}{1+4\mu Q},$$

which lies between 0 and 1 for every $\Delta t$. The quadratic restriction thus comes from the kind of explicit time stepping considered here, not from curvature motion as such. The price is a system of equations at each step, and accuracy still limits how long a step is sensible.

## Curved profiles, accuracy and failure

The derivation assumes a plane front. On a curved profile the coefficients vary from place to place, and the limit becomes an estimate made by treating them as locally constant. It is then prudent to use $S=\sqrt2$ and a safety factor. The estimate is least secure at sharp corners and where $|\nabla\phi|$ nearly vanishes, since the normal changes abruptly or is undefined there. If $b<0$, curvature amplifies ripples at the rate $|b|k^2$, without bound as $k$ grows. This is a property of the equation of motion, not of the time stepping.

Stability must also be kept apart from accuracy. Consider a circular cavity with initial radius $R_0=12$ nm. Its radius obeys $dR/dt=V-b/R=V(R-R_c)/R$ with $R_c=2$ nm. Separating variables and writing $R/(R-R_c)=1+R_c/(R-R_c)$ gives

$$R-R_0+R_c\ln\frac{R-R_c}{R_0-R_c}=Vt .$$

After 10 s the radius is 20.74 nm. The nonlinear difference scheme was run on a periodic square of side 64 nm at about 0.9 of the 45-degree limit, and the radius was taken from the enclosed area. It gave 20.58 nm in 61 steps for $h=1$ nm and 20.66 nm in 210 steps for $h=0.5$ nm. Relative to the solution of the radius equation, the errors are 0.8 % and 0.4 %. The front remained stable in both runs, yet the error fell only in proportion to $h$, although the step fell nearly as $h^2$.

Upwind differencing accounts for most of this error. A backward quotient equals $\phi_x-\tfrac h2\phi_{xx}$ to first order in $h$. With $\phi=r-R$, $\phi_{xx}=\sin^2\theta/r$ and $\phi_{yy}=\cos^2\theta/r$, where $\theta$ is the polar angle, the discrete gradient is

$$|\nabla\phi|_h\approx1-\frac{h}{2r}\left(|\cos\theta|\sin^2\theta+|\sin\theta|\cos^2\theta\right).$$

Each term in the bracket averages to $2/(3\pi)$ over the circle, so the mean speed is lowered by $2Vh/(3\pi r)\approx0.21\,Vh/r$. This acts like an additional curvature coefficient of $0.21\,Vh$, or about a tenth of $b$ at $h=1$ nm. Since $dt/R=dR/[V(R-R_c)]$, the time integral of $V/R$ is $\ln(18.74/10)=0.63$. If the slight effect of the lag itself on the term $b/R$ is neglected, the expected lag is $0.21\times0.63\approx0.13$ nm at $h=1$ nm, against the 0.16 nm found. The form $\phi=r-R$ holds only at the start: inner levels of $\phi$ move more slowly than outer ones, so the slope $\phi_r$ at the front falls to 0.92 after 10 s and $\phi_{rr}>0$. The upwind quotients then lower the mean speed by a further $4Vh\,\phi_{rr}/(3\pi\phi_r)$. With this term and the effect of the lag on $b/R$, the estimate rises to about 0.17 nm, while the error of the Euler step acts in the opposite direction by about 0.01 nm.

For this scheme, then, the small steps forced by curvature buy stability, while the accuracy of the cavity radius is set mainly by the spacing.
